**Norm conservation tested on a model screened atom**

The program tests the identity −½u(r_c)² dL/dE = ∫₀^{r_c}u² dr in Hartree atomic units. Here u is r times the regular radial function, E is the energy, r_c is the core radius and L = u'(r_c)/u(r_c). It asserts that finite-difference energy derivatives agree with charges from quadrature for l = 0, 1 and 2, and it also tests the two-energy, exterior and energy-dependent forms. It then builds two nodeless pseudopotentials with the same reference level, amplitude and L, one with the true enclosed charge and one with 1.3 times that charge. The assertions confirm that the charge error sets the error in dL/dE, that the norm-conserving slope equals the true slope, and that near the reference energy the even part of the norm-conserving mismatch in L grows quadratically and the odd part of the other mismatch grows linearly. With a hard wall at 7 bohr, the level error is about −5.0 × 10⁻⁶ hartree for the norm-conserving potential and −1.5 × 10⁻³ hartree for the other. The potential is a one-electron model with round parameters, so these errors do not measure accuracy for a real atom.

## Numerical check

```python
"""
Result under test (Hartree atomic units), for the regular radial solution u:
    -(1/2) u(rc)^2 dL/dE = integral_0^rc u^2 dr,     L = u'(rc)/u(rc),
    u'' = [l(l+1)/r^2 + 2 V(r) - 2 E] u.
Consequence: a pseudopotential that matches u(rc) and L at one energy also
matches dL/dE there exactly when it encloses the same charge Q.
V: model screened atom; rc: core radius; E: energy; l: angular momentum.
Energy derivatives come from finite differences of integrated solutions,
charges from Gauss-Legendre quadrature.
"""
import math
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

NUCLEAR_CHARGE = 11.0
SCREENING = 2.0
RC = 3.0
FAR_WALL = 30.0
R_START = 1e-5
NORM_FACTOR = 1.3


def v_atom(r):
    return -(1 + (NUCLEAR_CHARGE - 1) * math.exp(-SCREENING * r)) / r


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


R_IN, W_IN = gauss(0.0, RC, 80)
R_OUT, W_OUT = gauss(RC, FAR_WALL, 200)


def march(potential, energy, l, r_a, r_b, start, points=None, step=np.inf):
    def rhs(r, y):
        return [y[1], (l * (l + 1) / r**2 + 2 * (potential(r) - energy)) * y[0]]
    sol = solve_ivp(rhs, (r_a, r_b), start, method="DOP853", t_eval=points,
                    rtol=1e-11, atol=1e-14, max_step=step)
    assert sol.success
    return sol.y


def outward(potential, z0, energy, r_end, l=0, points=None, step=np.inf):
    """Regular solution; z0 is the limit of -r V(r) at the origin."""
    start = [R_START * (1 - z0 * R_START / (l + 1)),
             (l + 1) - z0 * R_START * (l + 2) / (l + 1)]
    return march(potential, energy, l, R_START, r_end, start, points, step)


def log_der(potential, z0, energy, l=0):
    y = outward(potential, z0, energy, RC, l)
    return y[1, -1] / y[0, -1]


def interior(potential, z0, energy, l=0):
    """u/u(rc) at the quadrature points, and L."""
    y = outward(potential, z0, energy, RC, l, np.append(R_IN, RC), 0.05)
    return y[0, :-1] / y[0, -1], y[1, -1] / y[0, -1]


def exterior(energy):
    """u/u(rc) outside rc with u = 0 at the far wall, and L."""
    points = np.append(R_OUT[::-1], RC)
    y = march(v_atom, energy, 0, FAR_WALL, RC, [0.0, -1e-8], points, 0.2)
    return y[0, :-1][::-1] / y[0, -1], y[1, -1] / y[0, -1]


def derivative(f, x, h=1e-3):
    return (f(x - 2*h) - 8*f(x - h) + 8*f(x + h) - f(x + 2*h)) / (12*h)


def level(potential, z0, wall, nodes):
    """s level with the given number of nodes and u(wall) = 0."""
    def count(energy):
        u = outward(potential, z0, energy, wall)[0]
        return int(np.sum(u[1:] * u[:-1] < 0))
    low, high = -3.0, 0.5
    n_low, n_high = count(low), count(high)
    assert n_low <= nodes < n_high
    while high - low > 0.05 or n_low != nodes or n_high != nodes + 1:
        middle = 0.5 * (low + high)
        n = count(middle)
        if n > nodes:
            high, n_high = middle, n
        else:
            low, n_low = middle, n
    return brentq(lambda e: outward(potential, z0, e, wall)[0, -1],
                  low, high, xtol=1e-13)


# Reference level, normalization and enclosed charge
E0 = level(v_atom, NUCLEAR_CHARGE, FAR_WALL, 2)
shape_in, L0 = interior(v_atom, NUCLEAR_CHARGE, E0)
shape_out, L0_out = exterior(E0)
assert abs(L0 - L0_out) < 1e-6
ratio_in = float(np.sum(W_IN * shape_in**2))
ratio_out = float(np.sum(W_OUT * shape_out**2))
u_c = (ratio_in + ratio_out) ** -0.5
Q = ratio_in * u_c**2
mesh = np.linspace(0.01, RC, 600)
u_mesh = outward(v_atom, NUCLEAR_CHARGE, E0, RC, 0, mesh, 0.05)[0]
cross = np.where(u_mesh[1:] * u_mesh[:-1] < 0)[0]
assert len(cross) == 2
node_radii = [mesh[i] - u_mesh[i] * (mesh[i+1] - mesh[i])
              / (u_mesh[i+1] - u_mesh[i]) for i in cross]

print("MODEL AND REFERENCE LEVEL")
print(f"charge at origin {NUCLEAR_CHARGE:.0f}, screening {SCREENING:.1f} 1/bohr")
print(f"core radius rc = {RC:.1f} bohr, far wall = {FAR_WALL:.0f} bohr")
print(f"third s level E0 = {E0:.6f} hartree")
print(f"node radii = {node_radii[0]:.3f}, {node_radii[1]:.3f} bohr")
print(f"u(rc) = {u_c:.6f} bohr^-1/2, L(E0) = {L0:.6f} 1/bohr")
print(f"enclosed charge Q = {Q:.6f} (electrons)")

# The identity, for several angular momenta and energies
print("IDENTITY: -(1/2) dL/dE and integral u^2/u(rc)^2, both in bohr")
for l, energy in ((0, E0), (1, 0.3), (2, -0.1)):
    slope = derivative(lambda e: log_der(v_atom, NUCLEAR_CHARGE, e, l), energy)
    shape, _ = interior(v_atom, NUCLEAR_CHARGE, energy, l)
    integral = float(np.sum(W_IN * shape**2))
    assert abs(-0.5 * slope / integral - 1) < 1e-5
    print(f"l={l}, E={energy:.4f} hartree: {-0.5*slope:.6f}, {integral:.6f}")
    if l == 0:
        slope_atom = slope
print(f"dL/dE at E0 = {slope_atom:.6f} 1/(bohr hartree)")
print(f"-(1/2) u(rc)^2 dL/dE at E0 = {-0.5*u_c**2*slope_atom:.6f} (electrons)")

# Exact relation between two well separated energies
gap = 0.3
shape_2, L2 = interior(v_atom, NUCLEAR_CHARGE, E0 + gap)
overlap_side = -2 * gap * float(np.sum(W_IN * shape_in * shape_2))
assert abs((L2 - L0) / overlap_side - 1) < 1e-6
print(f"two energies, gap {gap:.1f} hartree: L2-L1 = {L2-L0:.6f} 1/bohr")
print(f"   from the overlap integral: {overlap_side:.6f} 1/bohr")

# Exterior counterpart
slope_out = derivative(lambda e: exterior(e)[1], E0)
assert abs(0.5 * slope_out / ratio_out - 1) < 1e-5
print(f"exterior: +(1/2)u(rc)^2 dLout/dE = {0.5*u_c**2*slope_out:.6f}")
print(f"   exterior charge by quadrature = {ratio_out*u_c**2:.6f}")

# Energy-dependent potential: the plain identity must fail
strength = 0.5


def log_der_dependent(energy):
    return log_der(lambda r: v_atom(r) + strength * (energy - E0)
                   * math.exp(-r*r), NUCLEAR_CHARGE, energy)


left_dep = -0.5 * u_c**2 * derivative(log_der_dependent, E0)
right_dep = u_c**2 * float(np.sum(
    W_IN * (1 - strength * np.exp(-R_IN**2)) * shape_in**2))
assert abs(left_dep / right_dep - 1) < 1e-5
assert abs(left_dep - Q) > 1e-3
print(f"V + {strength:.1f}(E-E0)exp(-r^2): left side = {left_dep:.6f}")
print(f"   corrected integral = {right_dep:.6f}, plain Q = {Q:.6f}")


def make_pseudo(target):
    """Nodeless r exp(p), matched through p'' and enclosing target charge."""
    p1 = L0 - 1 / RC
    p2 = 2 * (v_atom(RC) - E0) - 2 * p1 / RC - p1**2
    b = np.linalg.solve([[1, RC**2, RC**3], [0, 2*RC, 3*RC**2], [0, 2, 6*RC]],
                        [math.log(u_c / RC), p1, p2])
    base = np.append(b, 0.0)
    bump = np.array([1, -6 / RC**2, 8 / RC**3, -3 / RC**4])
    powers = np.array([R_IN**0, R_IN**2, R_IN**3, R_IN**4])

    def charge(s):
        return float(np.sum(W_IN * (R_IN * np.exp((base + s*bump) @ powers))**2))
    s = brentq(lambda t: charge(t) - target, -200, 25, xtol=1e-13)
    _, c2, c3, c4 = [float(c) for c in base + s * bump]

    def v_pseudo(r):
        if r >= RC:
            return v_atom(r)
        p_over_r = 2*c2 + 3*c3*r + 4*c4*r*r
        second = 2*c2 + 6*c3*r + 12*c4*r*r
        return E0 + p_over_r + 0.5 * (second + (r * p_over_r)**2)
    return v_pseudo, s


v_nc, s_nc = make_pseudo(Q)
v_bad, s_bad = make_pseudo(NORM_FACTOR * Q)
charges, slopes = [], []
print("PSEUDOPOTENTIALS: conserving (NC) and norm-violating (NV)")
for name, v, s in (("NC", v_nc, s_nc), ("NV", v_bad, s_bad)):
    shape, L_ps = interior(v, 0.0, E0)
    assert np.all(shape > 0) and abs(L_ps - L0) < 1e-7
    assert abs(v(RC * (1 - 1e-9)) - v_atom(RC)) < 1e-6
    assert abs(level(v, 0.0, FAR_WALL, 0) - E0) < 1e-7
    charges.append(u_c**2 * float(np.sum(W_IN * shape**2)))
    slopes.append(derivative(lambda e: log_der(v, 0.0, e), E0))
    print(f"{name}: s = {s:.5f}, V(0) = {v(0.0):.5f} hartree")
    print(f"   Q = {charges[-1]:.6f}, dL/dE = {slopes[-1]:.6f} 1/(bohr hartree)")
excess = charges[1] - Q
predicted_slope = -2 * excess / u_c**2
assert abs(slopes[0] - slope_atom) < 1e-5
assert abs((slopes[1] - slope_atom) / predicted_slope - 1) < 1e-4
print(f"NV slope error = {slopes[1]-slope_atom:.6f} 1/(bohr hartree)")
print(f"   from the charge error {excess:.6f}: {predicted_slope:.6f}")


def mismatch(v, delta):
    return (log_der(v, 0.0, E0 + delta)
            - log_der(v_atom, NUCLEAR_CHARGE, E0 + delta))


print("MISMATCH L_ps - L in 1/bohr")
for delta in (-0.2, -0.1, 0.1, 0.2):
    m_nc, m_bad = mismatch(v_nc, delta), mismatch(v_bad, delta)
    if abs(delta) < 0.15:
        assert abs(m_nc) < abs(m_bad)
    print(f"E-E0 = {delta:+.1f} hartree: NC {m_nc:+.6f}, NV {m_bad:+.6f}")
d = 0.02
even = [mismatch(v_nc, k*d) + mismatch(v_nc, -k*d) for k in (1, 2)]
odd = [mismatch(v_bad, k*d) - mismatch(v_bad, -k*d) for k in (1, 2)]
assert abs(even[1] / even[0] - 4) < 0.1
assert abs(odd[1] / odd[0] - 2) < 0.1
print(f"doubling E-E0 from {d:.2f} hartree multiplies the mismatch:")
print(f"   NC even part by {even[1]/even[0]:.4f}, NV odd part by {odd[1]/odd[0]:.4f}")

# Changed surroundings outside rc: hard walls
print("LEVELS WITH A HARD WALL, in hartree")
for wall in (12.0, 7.0):
    e_atom = level(v_atom, NUCLEAR_CHARGE, wall, 2)
    error_nc = level(v_nc, 0.0, wall, 0) - e_atom
    error_bad = level(v_bad, 0.0, wall, 0) - e_atom
    first_order = -excess * (e_atom - E0) / (1 + excess)
    assert abs(error_nc) < abs(error_bad)
    if wall == 12.0:
        assert abs(error_bad / first_order - 1) < 0.05
    print(f"wall {wall:.0f} bohr: E = {e_atom:.8f}, shift = {e_atom-E0:.8f}")
    print(f"   error NC = {error_nc:.3e}, NV = {error_bad:.3e}")
    print(f"   first-order NV error = {first_order:.3e}")

print("done: every assertion held")
```

Printed output:

```
MODEL AND REFERENCE LEVEL
charge at origin 11, screening 2.0 1/bohr
core radius rc = 3.0 bohr, far wall = 30 bohr
third s level E0 = -0.223311 hartree
node radii = 0.186, 0.893 bohr
u(rc) = 0.548629 bohr^-1/2, L(E0) = -0.082492 1/bohr
enclosed charge Q = 0.433743 (electrons)
IDENTITY: -(1/2) dL/dE and integral u^2/u(rc)^2, both in bohr
l=0, E=-0.2233 hartree: 1.441034, 1.441034
l=1, E=0.3000 hartree: 4.901425, 4.901425
l=2, E=-0.1000 hartree: 0.609567, 0.609567
dL/dE at E0 = -2.882067 1/(bohr hartree)
-(1/2) u(rc)^2 dL/dE at E0 = 0.433743 (electrons)
two energies, gap 0.3 hartree: L2-L1 = -1.672241 1/bohr
   from the overlap integral: -1.672241 1/bohr
exterior: +(1/2)u(rc)^2 dLout/dE = 0.566257
   exterior charge by quadrature = 0.566257
V + 0.5(E-E0)exp(-r^2): left side = 0.421951
   corrected integral = 0.421951, plain Q = 0.433743
PSEUDOPOTENTIALS: conserving (NC) and norm-violating (NV)
NC: s = -0.66750, V(0) = 0.89425 hartree
   Q = 0.433743, dL/dE = -2.882067 1/(bohr hartree)
NV: s = 0.18948, V(0) = -0.81970 hartree
   Q = 0.563866, dL/dE = -3.746687 1/(bohr hartree)
NV slope error = -0.864620 1/(bohr hartree)
   from the charge error 0.130123: -0.864620
MISMATCH L_ps - L in 1/bohr
E-E0 = -0.2 hartree: NC -0.003958, NV +0.067364
E-E0 = -0.1 hartree: NC -0.001433, NV +0.051673
E-E0 = +0.1 hartree: NC -0.003631, NV -0.166322
E-E0 = +0.2 hartree: NC -0.027059, NV -0.844440
doubling E-E0 from 0.02 hartree multiplies the mismatch:
   NC even part by 4.0697, NV odd part by 2.0562
LEVELS WITH A HARD WALL, in hartree
wall 12 bohr: E = -0.22322707, shift = 0.00008372
   error NC = -2.322e-10, NV = -9.665e-06
   first-order NV error = -9.640e-06
wall 7 bohr: E = -0.21209597, shift = 0.01121482
   error NC = -4.954e-06, NV = -1.517e-03
   first-order NV error = -1.291e-03
done: every assertion held
```
